# Mean Path Length Beyond Continuous Slowing Down for Equal Masses: verification in Python

```python
"""Mean path length of an ion slowing down among atoms of its own mass.

Result under test: for the cross section C E^-m T^-(1+m) dT, 0 < T < E,
with m = 1/3, the continuous slowing-down approximation (CSDA) gives a path
2 B(2/3,2/3) - 3 = 1.107 times the mean path of the integral equation
    N * integral dsigma [R(E) - R(E-T)] = 1,   R(0) = 0.
E: ion energy, T: energy transfer, t = T/E, N: atomic density,
R: mean path length, B: beta function. Algebra is in atomic units.
The example is germanium in amorphous germanium, with rough typical inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import beta

m = 1.0 / 3.0


def loss_quadrature(power, index):
    """Integral of t^-(1+index) [1-(1-t)^power], using s = t^(1-index)."""
    def integrand(s):
        t = s ** (1.0 / (1.0 - index))
        return -np.expm1(power * np.log1p(-t)) / t / (1.0 - index)
    return quad(integrand, 0.0, 1.0, epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def loss_formula(power, index):
    return -1.0 / index + power / index * beta(1.0 - index, power)


# Closed form against direct quadrature, for several power laws.
ratios = {}
for index in (0.25, m, 0.5, 2.0 / 3.0):
    direct = loss_quadrature(2 * index, index)
    assert abs(direct - loss_formula(2 * index, index)) < 1e-7
    ratios[index] = (1 - index) / (2 * index) * direct
J_path = loss_formula(2 * m, m)
J_depth = loss_formula(2 * m + 0.5, m)
J_second = loss_formula(4 * m, m)
assert abs(loss_quadrature(2 * m + 0.5, m) - J_depth) < 1e-7
assert abs(loss_quadrature(4 * m, m) - J_second) < 1e-7
assert abs(ratios[m] - (2 * beta(2 / 3, 2 / 3) - 3)) < 1e-7
assert abs(100 * (ratios[m] - 1) - 10.7) < 0.05
assert ratios[0.25] > 1 and abs(ratios[0.5] - 1) < 1e-7
assert ratios[2.0 / 3.0] < 1


# Which collisions cause the excess: remainder beyond the linear term.
def remainder(t):
    return t ** (-1 - m) * (1 - (1 - t) ** (2 * m) - 2 * m * t)


excess_hard = quad(remainder, 0.5, 1.0)[0]
hard_share = excess_hard / (J_path - 1.0)
stopping_hard_share = 1 - 0.5 ** (1 - m)
assert hard_share > 0.5 and hard_share > stopping_hard_share

# Equal-mass kinematics: lab velocities after elastic scattering.
cm_angle = np.linspace(0.05, 3.0, 40)
vx, vy = 0.5 + 0.5 * np.cos(cm_angle), 0.5 * np.sin(cm_angle)
speed = np.hypot(vx, vy)
transfer = 1 - speed ** 2
assert np.allclose(vx / speed, np.sqrt(1 - transfer), atol=1e-12)

# Monte Carlo of single collisions. Lengths are in units of E0^(2m)/(N C).
# Transfers below t_soft are replaced by their mean loss and mean deflection.
rng = np.random.default_rng(12345)
n_ions, t_soft = 100000, 0.01
w_soft = t_soft ** (-m)
hard_rate = (w_soft - 1) / m
soft_loss = t_soft ** (1 - m) / (1 - m)
energy = np.ones(n_ions)
direction = np.ones(n_ions)
path = np.zeros(n_ions)
depth = np.zeros(n_ions)
while True:
    scale = energy ** (2 * m)
    if scale.mean() < 1e-5:
        break
    wait = rng.exponential(1 / hard_rate, n_ions)
    a1 = 2 * m * soft_loss
    a2 = (2 * m + 0.5) * soft_loss
    path += scale * -np.expm1(-a1 * wait) / a1
    depth += direction * scale * -np.expm1(-a2 * wait) / a2
    energy *= np.exp(-soft_loss * wait)
    direction *= np.exp(-0.5 * soft_loss * wait)
    t = (w_soft - rng.random(n_ions) * (w_soft - 1)) ** (-1 / m)
    t = np.minimum(t, 1.0)
    energy *= 1 - t
    azimuth = 2 * np.pi * rng.random(n_ions)
    side = np.sqrt(np.maximum(0.0, 1 - direction ** 2))
    direction = (direction * np.sqrt(1 - t)
                 + side * np.sqrt(t) * np.cos(azimuth))
mc_path, mc_depth = path.mean(), depth.mean()
mc_path_error = path.std() / np.sqrt(n_ions)
mc_depth_error = depth.std() / np.sqrt(n_ions)
mc_spread = path.std() / mc_path
spread = np.sqrt(2 * J_path / J_second - 1)
# Four standard errors, plus the small cut-off bias.
assert abs(mc_path - 1 / J_path) < 4 * mc_path_error + 1e-4
assert abs(mc_depth - 1 / J_depth) < 4 * mc_depth_error + 1e-4
assert abs(mc_spread - spread) < 0.01
csda_unit = (1 - m) / (2 * m)
assert csda_unit - mc_path > 20 * mc_path_error

# Worked example: rough typical values for germanium.
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
Z, mass_u, density_A3 = 32, 72.6, 0.044
E0_eV, stop_eV = 5000.0, 20.0
lam = 1.309  # parameter of the Winterbon-Sigmund-Sanders fit
E0 = E0_eV / hartree
N = density_A3 * bohr ** 3
mass = mass_u * const.atomic_mass / const.m_e
screen = (9 * np.pi ** 2 / 128) ** (1 / 3) / (np.sqrt(2) * Z ** (1 / 3))
energy_unit = 2 * Z ** 2 / screen
eps0 = E0 / energy_unit
C = np.pi / 2 * lam * screen ** 2 * energy_unit ** (2 * m)
stopping = N * C * E0 ** (1 - 2 * m) / (1 - m)
stopping_eVA = stopping * hartree / bohr
R_mean = E0 ** (2 * m) / (N * C * J_path) * bohr
R_csda = (1 - m) * E0 ** (2 * m) / (2 * m * N * C) * bohr
R_proj = E0 ** (2 * m) / (N * C * J_depth) * bohr

# Lindhard-Scharff electronic stopping = k_el * sqrt(reduced energy).
velocity_unit = np.sqrt(2 * energy_unit / mass)
k_el = (8 * np.pi * Z ** (7 / 6) / 2 ** 1.5 * velocity_unit
        / (2 * np.pi * screen * Z ** 2))

nodes, weights = np.polynomial.legendre.leggauss(120)
w = 0.5 * (nodes + 1)
v = 1 - (1 - w ** 3) ** 3
dv = 0.5 * weights * 9 * w ** 2 * (1 - w ** 3) ** 2


def scattering(x, full):
    """Reduced scattering function; the power law is its small-x limit."""
    value = lam * x ** (1 / 3)
    if full:
        value = value * (1 + (2 * lam * x ** (4 / 3)) ** (2 / 3)) ** -1.5
    return value


def nuclear(eps, full):
    return scattering(np.outer(eps, v), full) @ dv


def solve_paths(full, electronic):
    """Mean path by collocation, and CSDA path, both in angstrom."""
    k = k_el if electronic else 0.0
    u = np.linspace(0.15, 1.0, 50) ** 6
    eps = eps0 * u
    kernel = scattering(np.outer(eps, v), full) / v ** 2 * dv
    columns = []
    for j in range(9):
        p = 2 / 3 + j / 6
        drop = -np.expm1(p * np.log1p(-v ** 2))
        columns.append(u ** p * (kernel @ drop + k * np.sqrt(eps) * p) / eps)
    matrix = np.array(columns).T
    coef = np.linalg.lstsq(matrix, np.ones(len(u)), rcond=None)[0]
    assert np.max(np.abs(matrix @ coef - 1)) < 1e-4
    grid = eps0 * w ** 3
    step = eps0 * 3 * w ** 2 * 0.5 * weights
    csda = np.sum(step / (nuclear(grid, full) + k * np.sqrt(grid)))
    to_angstrom = bohr / (N * np.pi * screen ** 2)
    return coef.sum() * to_angstrom, csda * to_angstrom


power_mean, power_csda = solve_paths(False, False)
assert abs(power_mean / R_mean - 1) < 1e-4
assert abs(power_csda / R_csda - 1) < 1e-4
screen_mean, screen_csda = solve_paths(True, False)
elec_mean, elec_csda = solve_paths(False, True)
both_mean, both_csda = solve_paths(True, True)
assert screen_mean > R_mean and elec_mean < R_mean

s_power = nuclear(np.array([eps0]), False)[0]
s_full = nuclear(np.array([eps0]), True)[0]
s_elec = k_el * np.sqrt(eps0)

# Ziegler-Biersack-Littmark universal nuclear stopping.
screen_u = (9 * np.pi ** 2 / 128) ** (1 / 3) / (2 * Z ** 0.23)


def universal_stopping(E):
    e = E * screen_u / (2 * Z ** 2)
    s = np.log1p(1.1383 * e) / (
        2 * (e + 0.01321 * e ** 0.21226 + 0.19593 * np.sqrt(e)))
    return N * 2 * np.pi * screen_u * Z ** 2 * s


universal_eVA = universal_stopping(E0) * hartree / bohr
universal_path = bohr * quad(
    lambda q: np.exp(q) / universal_stopping(np.exp(q)),
    np.log(stop_eV / hartree), np.log(E0))[0]
tail = (stop_eV / E0_eV) ** (2 * m)
power_cut_path = R_csda * (1 - tail)


def excess(csda, mean):
    return 100 * (csda / mean - 1)


print(f"B(2/3,2/3) = {beta(2/3, 2/3):.5f} (no unit)")
print(f"J for path, closed form = {J_path:.5f} (no unit)")
print(f"J for path, quadrature = {loss_quadrature(2*m, m):.5f} (no unit)")
print(f"CSDA excess over mean path = {100*(ratios[m]-1):.2f} percent")
print(f"CSDA/mean at m=1/4 = {ratios[0.25]:.4f} (no unit)")
print(f"CSDA/mean at m=1/2 = {ratios[0.5]:.4f} (no unit)")
print(f"CSDA/mean at m=2/3 = {ratios[2.0/3.0]:.4f} (no unit)")
print(f"Share of excess from T > E/2 = {100*hard_share:.1f} percent")
print(f"Share of stopping from T > E/2 = {100*stopping_hard_share:.1f} percent")
print(f"Monte Carlo ions = {n_ions} (count)")
print(f"Monte Carlo mean path = {mc_path:.4f} E^(2/3)/(N C)")
print(f"  its standard error = {mc_path_error:.4f} E^(2/3)/(N C)")
print(f"Integral-equation mean path = {1/J_path:.4f} E^(2/3)/(N C)")
print(f"CSDA path = {csda_unit:.4f} E^(2/3)/(N C)")
print(f"Relative path spread, formula = {100*spread:.1f} percent")
print(f"Relative path spread, Monte Carlo = {100*mc_spread:.1f} percent")
print(f"J for projected range = {J_depth:.5f} (no unit)")
print(f"Monte Carlo mean depth = {mc_depth:.4f} E^(2/3)/(N C)")
print(f"Formula mean depth = {1/J_depth:.4f} E^(2/3)/(N C)")
print(f"Input: atomic number = {Z}, mass = {mass_u} u")
print(f"Input: density = {density_A3} atoms/angstrom^3")
print(f"Input: energy = {E0_eV:.0f} eV, stopping energy = {stop_eV:.0f} eV")
print(f"Input: fit constant lambda = {lam} (no unit)")
print(f"Screening length = {screen*bohr:.4f} angstrom")
print(f"Reduced energy = {eps0:.4f} (no unit)")
print(f"C = {C:.2f} atomic units")
print(f"Power-law stopping power = {stopping_eVA:.1f} eV/angstrom")
print(f"CSDA path = {R_csda:.1f} angstrom = {R_csda/10:.2f} nm")
print(f"Mean path = {R_mean:.1f} angstrom = {R_mean/10:.2f} nm")
print(f"CSDA minus mean path = {R_csda-R_mean:.1f} angstrom")
print(f"Mean projected range = {R_proj:.1f} angstrom")
print(f"Projected range / mean path = {R_proj/R_mean:.3f} (no unit)")
print(f"Full-fit / power-law stopping at start = {s_full/s_power:.3f} (no unit)")
print(f"Electronic / power-law stopping at start = {s_elec/s_power:.3f} (no unit)")
print(f"Full fit: mean path = {screen_mean:.1f} angstrom")
print(f"Full fit: CSDA excess = {excess(screen_csda, screen_mean):.2f} percent")
print(f"Power law + electronic: mean path = {elec_mean:.1f} angstrom")
print(f"Power law + electronic: CSDA excess = "
      f"{excess(elec_csda, elec_mean):.2f} percent")
print(f"Full fit + electronic: mean path = {both_mean:.1f} angstrom")
print(f"Full fit + electronic: CSDA path = {both_csda:.1f} angstrom")
print(f"Full fit + electronic: CSDA excess = "
      f"{excess(both_csda, both_mean):.2f} percent")
print(f"Universal nuclear stopping at start = {universal_eVA:.1f} eV/angstrom")
print(f"Universal CSDA path to stopping energy = {universal_path:.1f} angstrom")
print(f"Power-law CSDA path to stopping energy = {power_cut_path:.1f} angstrom")
print(f"CSDA path share below stopping energy = {100*tail:.2f} percent")
print("success")
```

It prints:

```
B(2/3,2/3) = 2.05339 (no unit)
J for path, closed form = 1.10678 (no unit)
J for path, quadrature = 1.10678 (no unit)
CSDA excess over mean path = 10.68 percent
CSDA/mean at m=1/4 = 1.1888 (no unit)
CSDA/mean at m=1/2 = 1.0000 (no unit)
CSDA/mean at m=2/3 = 0.9500 (no unit)
Share of excess from T > E/2 = 76.8 percent
Share of stopping from T > E/2 = 37.0 percent
Monte Carlo ions = 100000 (count)
Monte Carlo mean path = 0.9040 E^(2/3)/(N C)
  its standard error = 0.0013 E^(2/3)/(N C)
Integral-equation mean path = 0.9035 E^(2/3)/(N C)
CSDA path = 1.0000 E^(2/3)/(N C)
Relative path spread, formula = 45.3 percent
Relative path spread, Monte Carlo = 45.3 percent
J for projected range = 1.67423 (no unit)
Monte Carlo mean depth = 0.5986 E^(2/3)/(N C)
Formula mean depth = 0.5973 E^(2/3)/(N C)
Input: atomic number = 32, mass = 72.6 u
Input: density = 0.044 atoms/angstrom^3
Input: energy = 5000 eV, stopping energy = 20 eV
Input: fit constant lambda = 1.309 (no unit)
Screening length = 0.1043 angstrom
Reduced energy = 0.0177 (no unit)
C = 38.06 atomic units
Power-law stopping power = 108.8 eV/angstrom
CSDA path = 68.9 angstrom = 6.89 nm
Mean path = 62.3 angstrom = 6.23 nm
CSDA minus mean path = 6.6 angstrom
Mean projected range = 41.2 angstrom
Projected range / mean path = 0.661 (no unit)
Full-fit / power-law stopping at start = 0.955 (no unit)
Electronic / power-law stopping at start = 0.082 (no unit)
Full fit: mean path = 63.9 angstrom
Full fit: CSDA excess = 10.00 percent
Power law + electronic: mean path = 58.6 angstrom
Power law + electronic: CSDA excess = 10.34 percent
Full fit + electronic: mean path = 60.0 angstrom
Full fit + electronic: CSDA path = 65.9 angstrom
Full fit + electronic: CSDA excess = 9.74 percent
Universal nuclear stopping at start = 87.2 eV/angstrom
Universal CSDA path to stopping energy = 97.6 angstrom
Power-law CSDA path to stopping energy = 67.2 angstrom
CSDA path share below stopping energy = 2.52 percent
success
```
